# Crossover temperature of bound and free excitons in phosphorus-doped silicon

## 1. One trap and many free states

Let an exciton choose between one state on a donor, at energy $-E_B$, and $G$ free states, all at energy zero. The Boltzmann weights are $e^{E_B/kT}$ for the trap and $G$ for the free states together. They are equal when

$$e^{E_B/kT}=G,\qquad T=\frac{E_B}{k\ln G}.$$

When $G$ is so large that $\ln G$ is well above one, the exciton therefore leaves the donor well below the temperature $E_B/k$. Energy favours the one bound state, while number favours the free ones, and $\ln G$ measures the advantage of number.

In silicon $G$ is the number of thermally accessible free-exciton states per donor, corrected for degeneracies. It depends on temperature as $T^{3/2}$, so the equation for $T$ becomes implicit. The task is to find $G$, solve the equation for large $G$, and correct the result.

Here $E_B$ is the energy that moves an exciton from a neutral donor to the bottom of the free-exciton band. It is neither the ionization energy of the donor nor the energy that holds electron and hole together. For phosphorus in silicon I take the rough value $E_B=4.7$ meV. Since $k=0.08617$ meV/K, $E_B/k=54.54$ K.

## 2. Counting the states

**Degeneracies.** A free exciton has an electron in one of 6 valleys with 2 spin directions, and a hole in one of 4 states at the valence-band top. With all these levels taken as degenerate, $g_F=6\times2\times4=48$.

A neutral donor has one electron in the lowest valley-orbit level, so $g_D=2$. The higher valley-orbit levels, roughly 12 meV up, are neglected.

A bound exciton adds an electron and a hole. In the lowest configuration both electrons occupy the lowest valley-orbit level. The Pauli principle allows one spin arrangement, the singlet, and leaves the 4 hole states: $g_B=4$. The combination needed below is

$$g=\frac{g_B}{g_Dg_F}=\frac{4}{2\times48}=\frac1{24}.$$

**Motion.** For an exciton built from one valley, the centre-of-mass energy is $\sum_i\hbar^2k_i^2/2M_i$. I use $M_i=m_{e,i}+m_h$, with one average hole mass in place of the coupled heavy and light bands. In a volume $V$ much wider than the thermal wavelength, the sum over wave vectors becomes an integral:

$$\sum_{\mathbf k}e^{-\varepsilon_{\mathbf k}/kT}=V\prod_{i=1}^3\int_{-\infty}^{\infty}\frac{dk_i}{2\pi}\,e^{-\hbar^2k_i^2/2M_ikT}.$$

Each Gaussian integral gives $\sqrt{2\pi M_ikT}/\hbar$. Division by $2\pi$ leaves $\sqrt{M_ikT/2\pi\hbar^2}$, so the sum is $Vn_Q$ with

$$n_Q=\left(\frac{MkT}{2\pi\hbar^2}\right)^{3/2},\qquad M=(M_lM_t^2)^{1/3}.$$

With rough masses 0.92 and 0.19 for the electron and 0.23 for the hole, in units of the free-electron mass, $M_l=1.150$, $M_t=0.420$ and $M=0.588$.

## 3. The equilibrium law

Let $N_d$ donors share $N_x$ excitons, with at most one exciton per donor, and let $b$ excitons be bound. The free excitons are dilute, so Boltzmann counting applies. The statistical weight is

$$w_b=\binom{N_d}{b}g_B^b\,g_D^{N_d-b}e^{bE_B/kT}\frac{(g_FVn_Q)^{N_x-b}}{(N_x-b)!}.$$

The binomial coefficient chooses the occupied donors. The factorial removes the labels of identical free excitons. Moving one more exciton to a donor changes the weight by

$$\frac{w_{b+1}}{w_b}=\frac{N_d-b}{b+1}\,\frac{g_B}{g_D}e^{E_B/kT}\,\frac{N_x-b}{g_FVn_Q}.$$

At the maximum this ratio is one, and for large $b$ we may replace $b+1$ by $b$. Write $n_B=b/V$, $n_F=(N_x-b)/V$ and $N_0=(N_d-b)/V$. Then

$$R\equiv\frac{n_B}{n_F}=KN_0,\qquad K=\frac{g}{n_Q}e^{E_B/kT}.\tag{1}$$

Here $N_0$ is the density of neutral donors that carry no exciton. At weak excitation it is the full donor density, $N_0=10^{15}$ cm$^{-3}$.

The law also holds for heavily occupied donors within this model. For 2000 donors and 3000 excitons at $KN_d/V=1$, equation (1) requires $b=(2000-b)(3000-b)/2000$, which gives $b=1000$. The full sum over the weights $w_b$ gives a mean of 1000.08. This tests the counting only: at $N_d/V=10^{15}$ cm$^{-3}$ the free density would be $10^{15}$ cm$^{-3}$, about 47 times the droplet limit of Section 10, so such occupation is not reached in equilibrium in silicon near the crossover.

## 4. The equation for the crossover

Equal populations mean $R=1$, or

$$e^{E_B/kT}=\frac{n_Q(T)}{gN_0}=\frac{24\,n_Q(T)}{N_0}.\tag{2}$$

The right-hand side is the number $G$ of the opening example. Put $x=E_B/kT$. Since $kT=E_B/x$,

$$n_Q(T)=\left(\frac{ME_B}{2\pi\hbar^2}\right)^{3/2}x^{-3/2}.$$

Inserting this in (2) and multiplying by $x^{3/2}$ gives

$$x^{3/2}e^x=A,\qquad A=\frac{1}{gN_0}\left(\frac{ME_B}{2\pi\hbar^2}\right)^{3/2}.\tag{3}$$

Thus $A$ is the value of $G$ at the temperature $E_B/k$. It contains no unknown.

An exact solution of (3) exists in terms of the Lambert function $W$, defined by $We^W=y$. Raise (3) to the power $2/3$ and multiply by $2/3$:

$$\frac{2x}{3}e^{2x/3}=\frac23A^{2/3},\qquad x=\frac32W\!\left(\frac23A^{2/3}\right).\tag{4}$$

The positive real branch applies. This form gives the number but hides its dependence on the parameters, which the expansion for large $A$ shows.

## 5. Large $A$: leading term and first correction

Take the logarithm of (3), with $L=\ln A$:

$$x=L-\frac32\ln x.\tag{5}$$

For large $L$ the logarithm on the right is small compared with $L$. The leading result is $x\simeq L$, so that $kT\simeq E_B/L$. This evaluates the number of free states at $E_B/k$, which is too hot. It overcounts them and gives too low a crossover temperature.

The first correction follows by putting $x\simeq L$ inside the logarithm:

$$x\simeq L-\frac32\ln L.\tag{6}$$

To see how good this is, write $x=L-\delta$ and $\ell=\ln L$. Equation (5) becomes

$$\delta=\frac32\ln(L-\delta)=\frac32\ell+\frac32\ln\!\left(1-\frac{\delta}{L}\right)
=\frac32\ell-\frac{3\delta}{2L}-\frac{3\delta^2}{4L^2}-\dots$$

To lowest order $\delta=\frac32\ell$. Putting this in the second term gives $\delta=\frac32\ell-\frac94\ell/L$. One more round adds $+\frac{27}{8}\ell/L^2$ from the second term and $-\frac{27}{16}\ell^2/L^2$ from the third. Therefore

$$x=L-\frac32\ell+\frac94\frac{\ell}{L}+\frac{27}{8}\frac{\ell}{L^2}\left(\frac{\ell}{2}-1\right)+\dots\tag{7}$$

**Numbers.** We need $L$ without knowing the answer. At any temperature, (3) gives

$$L=\ln\frac{24n_Q(T)}{N_0}+\frac32\ln\frac{E_B}{kT}.$$

At 10 K, $n_Q=3.439\times10^{16}$ cm$^{-3}$, so the first logarithm is 6.716. With $E_B/kT=5.454$ the second term is 2.545. Hence $L=9.261$ and $\ell=2.226$. The successive approximations are:

- Leading term: $x=9.261$, $T=54.54/9.261=5.89$ K.
- First correction: $x=9.261-3.339=5.922$, $T=9.21$ K.
- Next term: $x=5.922+0.541=6.463$, $T=8.44$ K.

Equation (4) gives $x=6.462$ and $T=8.441$ K. A direct count agrees: one exciton in a periodic cube of side 200 nm with eight donors, with its plane-wave states summed one by one, has equal probabilities of being bound and free at 8.441 K.

The leading term is 30% below the solution of (3), and the first correction is 9% above it. The close agreement of the next approximation is partly accidental. The last term in (7) contains $\ell/2-1=0.11$, which is small because $\ell$ happens to be near 2; that term adds only 0.01 to $x$. Even so, including it raises the error from 0.001 to 0.011, because at this $L$ it is nearly cancelled by the terms not written.

The correction is not small: relative to $L$ it is $3.339/9.261=0.36$. One can also expand $1/x$ to first order,

$$kT\simeq\frac{E_B}{L}\left(1+\frac{3\ln L}{2L}\right),$$

which gives $5.89\times1.36=8.0$ K. Like (6), this keeps only the first correction, but its relative error in $T$ is of order $(\ln L)^2/L^2$, while that of (6) is of order $(\ln L)/L^2$. At $L=9.26$ it is nevertheless the closer of the two, 5% low against 9% high. The difference between 8.0 and 9.2 K shows the size of what first order leaves undecided.

**Two other doping levels.** With all other parameters held fixed, a tenfold change of $N_0$ changes $L$ by 2.303. At $10^{14}$ cm$^{-3}$, $L=11.564$, and (6) gives 6.91 K against the solution 6.51 K, an excess of 6%. At $10^{16}$ cm$^{-3}$, $L=6.958$, and (6) gives 13.5 K against 11.72 K, an excess of 15%. Over this range the first correction (6) improves as doping falls and $A$ grows. Including the $9\ell/4L$ term gives 6.52 and 11.67 K.

## 6. A faster route by iteration

For a hand estimate it is better to evaluate $n_Q$ near the answer than at $E_B/k$. Equation (2) suggests

$$T_{\rm new}=\frac{E_B}{k\ln[24n_Q(T_{\rm old})/N_0]}.$$

Starting at 10 K gives 8.121, 8.517, 8.423, 8.445 and 8.440 K. The values alternate about the solution for a simple reason. Since $n_Q\propto T^{3/2}$, a relative error $\eta$ in $T_{\rm old}$ changes the logarithm by $\frac32\eta$. The logarithm is close to $x$, and it stands in the denominator, so the new relative error is

$$\eta_{\rm new}\simeq-\frac{3}{2x}\eta=-0.23\,\eta.$$

One step from 10 K already gives the answer to 4%.

At the crossover, $n_Q=2.667\times10^{16}$ cm$^{-3}$ and $G=24\times26.67=640$. Each donor competes with several hundred free states, after the degeneracy correction. If all degeneracies were set to one, the factor 24 would be lost and the crossover would move to 13.63 K. The result of 8 to 9 K thus depends on the valley, spin and hole counting.

## 7. Sensitivity and the width of the crossover

Differentiate the logarithm of (3). Its left side gives $(1+3/2x)\,dx=(x+\frac32)\,d\ln x$. On the right, $A\propto M^{3/2}E_B^{3/2}/N_0$. Hence

$$\left(x+\tfrac32\right)d\ln x=\tfrac32\,d\ln M+\tfrac32\,d\ln E_B-d\ln N_0.$$

Because $T=E_B/kx$, $d\ln T=d\ln E_B-d\ln x$, and

$$d\ln T=\frac{x\,d\ln E_B+d\ln N_0-\frac32\,d\ln M}{x+\frac32}.\tag{8}$$

The coefficients are 0.812 for $E_B$, 0.126 for $N_0$ and $-0.188$ for $M$. Most of a relative error in $E_B$ passes into $T$, while errors in density are strongly reduced. Changing $E_B$ from 4.5 to 5.0 meV moves the crossover from 8.15 to 8.88 K.

The change of population is gradual on this temperature scale. From (1), $\ln R$ contains $E_B/kT-\frac32\ln T$, so

$$\frac{d\ln R}{d\ln T}=-\left(x+\frac32\right)=-7.96$$

at the crossover. A change of $R$ by a factor $e$ takes about $8.44/7.96=1.06$ K. The equilibrium ratio is 1.55 at 8 K and 0.283 at 10 K.

The same slope converts any small correction of the ratio into a temperature. If a neglected effect multiplies $R$ by $F$, the condition $\ln R+\ln F=0$ gives, to first order and for slowly varying $F$,

$$\Delta T\simeq\frac{T}{x+\frac32}\ln F=(1.06\ \text{K})\ln F.\tag{9}$$

## 8. Corrections to the level scheme

**Split free exciton.** Suppose the 48 states form two equal groups separated by 0.3 meV, a rough value, with $E_B$ measured to the lower group. At $kT=0.7274$ meV the upper group has the Boltzmann factor $e^{-0.412}=0.662$. The free weight is reduced by $(1+0.662)/2=0.831$, so $F=1/0.831$ and (9) gives $+0.20$ K. The full solution is 8.64 K.

**Excited bound states.** One electron may stay in the lowest valley-orbit level (2 states) while the other enters the five higher orbital states (10 with spin). With 4 hole states this makes 80 states. Their energy $\Delta$ above the ground state is a trial parameter here. They contribute

$$F=1+f,\qquad f=\frac{80}{4}e^{-\Delta/kT}.$$

For $\Delta=4$ meV, $f=0.082$ and the full crossover is 8.53 K. For $\Delta=3$ meV, $f=0.32$; equation (9) predicts 8.74 K, but the full solution is 8.80 K. The difference arises mainly because $F$ itself grows with temperature. Its logarithmic slope is $[f/(1+f)]\Delta/kT=1.01$, which reduces the denominator in (9) from 7.96 to 6.95 and raises the prediction to 8.78 K.

**Hole mass.** Replacing the average hole mass by 0.5 raises $M$ to 0.878. More free states become accessible and the crossover falls to 7.84 K, just outside the interval from 8 to 9 K. The value 0.23 undercounts the states of the heavy band: giving half of the 48 states a rough heavy mass 0.49 and half a light mass 0.16 leads to 8.17 K.

## 9. When equilibrium fails

Excitons have finite lifetimes, so equation (1) requires donors to release bound excitons much faster than these decay. Let $c=\sigma v$ be the capture coefficient, with cross section $\sigma$ and a thermal speed taken as $v=\sqrt{8kT/\pi M}$, which for these unequal masses is about 4% below the true mean speed. Let $r$ be the release rate and $\tau_B$ the bound lifetime. Without decay, capture and release must balance at the equilibrium ratio: $cN_0n_F=rn_B$. Equation (1) then gives $r=c/K$.

With decay, and with continuous excitation that creates only free excitons, the steady state of the bound population obeys

$$0=cN_0n_F-\frac cKn_B-\frac{n_B}{\tau_B}.$$

Collect the terms in $n_B$, then multiply numerator and denominator by $K/c$:

$$R=\frac{cN_0}{c/K+1/\tau_B}=\frac{KN_0}{1+K/(c\tau_B)}.\tag{10}$$

The free-exciton lifetime does not appear, because it does not enter the bound-state balance.

**At the crossover.** Define $m=cN_0\tau_B$, the mean number of captures that a free exciton would undergo in one bound lifetime. Then $K/(c\tau_B)=KN_0/m$, and $R=1$ requires

$$KN_0\left(1-\frac1m\right)=1,\qquad KN_0=\frac{m}{m-1}.$$

For large $m$ this returns to the equilibrium condition. For $m\le1$ at the temperature considered, equality cannot be reached there. For $m>1$, $KN_0$ must exceed one, so the crossover moves down by about $(1.06\ \text{K})\ln[m/(m-1)]$.

Take the rough lifetime $\tau_B=0.27\ \mu$s and, at 8.44 K, $v=2.35\times10^6$ cm/s. A trial cross section of $5\times10^{-14}$ cm$^2$ gives $m=31.8$ and a full crossover of 8.41 K. At $5\times10^{-15}$ cm$^2$, $m=3.18$; the estimate is a shift of $-0.40$ K, and the full solution is 8.05 K.

**At low temperature.** As $T$ falls, $K$ grows exponentially and release stops. Equation (10) then tends to $R\simeq m$: the ratio is set by capture and decay, not by binding energy. For $\sigma=5\times10^{-14}$ cm$^2$ at 4.2 K, the equilibrium law predicts 1940, while (10) gives 22.2. A fit of the equilibrium law to such low-temperature ratios would therefore give a wrong binding energy, even though the crossover itself is hardly affected.

## 10. Limits on the excitation

At high exciton density, electron-hole droplets form. If removing an exciton from a droplet costs the work function $\phi$, the coexisting gas has chemical potential $-\phi$ relative to the free-exciton edge. Its density in the dilute limit is

$$n_{\rm sat}=g_Fn_Qe^{-\phi/kT}.$$

With the rough value $\phi=8$ meV, this is $2.14\times10^{13}$ cm$^{-3}$ at the crossover. Equal populations at this limit would occupy 2.14% of the donors and lower the crossover to 8.42 K. This density is an upper limit for the model, not a guarantee below it: donors carrying several excitons have been left out. Their share disappears at weak excitation, because each added exciton brings another factor of $n_F$.

Thermal ionization of donors is negligible. For a rough depth of 45 meV and no compensation, the ionized fraction in the dark is $3\times10^{-13}$.

## 11. The estimate beside a real crystal

A phosphorus density of $10^{15}$ cm$^{-3}$ is light doping, and the crossover lies in the range of a helium cryostat. The temperature calculated here is that of the illuminated crystal, with excitons and lattice in equilibrium, and in a luminescence measurement it can exceed that of the cold stage. If illumination keeps the crystal 1 K hotter, the populations become equal when the stage is near 7.4 K. If only the free excitons are 1 K hotter than the lattice, the case is different: release is driven by phonons and keeps its lattice value, only $c$ changes, and for constant $\sigma$ the crossover lies at a lattice temperature of 8.5 K. Halving the density $N_0$ of neutral donors lowers the crossover by about 0.7 K. Compensation lowers $N_0$ in the dark, but under illumination photocarriers can neutralize ionized donors and acceptors, and neutral acceptors bind excitons too; neither effect is in the model.

Line intensities also contain radiative rates. If the bound line emitted twice as strongly per exciton as the free line, with a temperature-independent ratio, equal intensities would occur about 0.8 K above the population crossover; the first-order estimate is $(1.06\ \text{K})\ln2=0.73$ K. The observed intensity crossing is therefore not by itself the temperature calculated here.

Combining the 0.3 meV splitting, excited bound states at 4 meV and a cross section of $5\times10^{-14}$ cm$^2$ gives 8.70 K. The shifts found for each effect alone, $+0.20$, $+0.09$ and $-0.03$ K, add up to the change from 8.44 K. Varying the binding energy from 4.5 to 5.0 meV and the hole mass from 0.23 to 0.5 moves this combined result between about 7.8 and 9.2 K. The trial parameters widen this range: excited states at 3 meV with $E_B=5.0$ meV give 9.5 K, and a cross section of $5\times10^{-15}$ cm$^2$ with $E_B=4.5$ meV and hole mass 0.5 gives 7.3 K. The model therefore supports a crossover of roughly 8 to 9 K and no finer figure. The numerical output lists the values used.

## Numbers as computed

```
Inputs: donors 1.0e+15 cm^-3, EB 4.70 meV
Masses (m0): electron 0.92, 0.19; hole 0.23
Exciton masses (m0): long 1.150, trans 0.420, DOS 0.588
Degeneracies: free 48, donor 2, bound 4, 1/g = 24.0
Iteration 1: T 10.000 K, nQ 3.439e+16 cm^-3, log 6.716, new T 8.121 K
Iteration 2: T 8.121 K, nQ 2.517e+16 cm^-3, log 6.404, new T 8.517 K
Iteration 3: T 8.517 K, nQ 2.703e+16 cm^-3, log 6.475, new T 8.423 K
Iteration 4: T 8.423 K, nQ 2.659e+16 cm^-3, log 6.458, new T 8.445 K
Iteration 5: T 8.445 K, nQ 2.669e+16 cm^-3, log 6.462, new T 8.440 K
Crossover, closed form: 8.441 K; box count: 8.441 K
At crossover: kT 0.7274 meV, x = EB/kT 6.462, nQ 2.667e+16 cm^-3
Crossover if all degeneracies are set to 1: 13.63 K
dlnT/dlnN 0.126, dlnT/dlnEB 0.812, dlnT/dlnM -0.188
Crossover at 1e+14 donors cm^-3: 6.51 K
Crossover at 1e+15 donors cm^-3: 8.44 K
Crossover at 1e+16 donors cm^-3: 11.72 K
Crossover for EB 4.5 meV: 8.15 K
Crossover for EB 5.0 meV: 8.88 K
Ratio bound/free: equilibrium; with decay, cross section 5e-14 cm^2
  T  4.2 K: 1.94e+03; 22.2
  T  6.0 K: 23.1; 12.4
  T  8.0 K: 1.55; 1.47
  T 10.0 K: 0.283; 0.281
  T 12.0 K: 0.0868; 0.0866
  T 15.0 K: 0.025; 0.025
  T 20.0 K: 0.00655; 0.00655
Canonical test: 2000 donors, 3000 excitons, bound 1000.08; mass action 1000.00
Neglected effects, crossover with each one included:
  free-exciton splitting 0.3 meV: 8.64 K
  80 excited bound states at 3.0 meV: 8.80 K
  80 excited bound states at 4.0 meV: 8.53 K
  hole mass 0.5 m0: 7.84 K, DOS mass 0.878 m0
  bound lifetime 0.27 us, thermal speed 2.35e+06 cm/s
  cross section 5e-13 cm^2: c*N*tau 318, crossover 8.44 K
  cross section 5e-14 cm^2: c*N*tau 31.8, crossover 8.41 K
  cross section 5e-15 cm^2: c*N*tau 3.18, crossover 8.05 K
  donors ionized in the dark (depth 45 meV): fraction 3.0e-13
  droplet limit (work function 8.0 meV): free excitons 2.14e+13 cm^-3
  donors occupied at that limit: 2.14 %, crossover 8.42 K
Combined (splitting, 4 meV states, 5e-14 cm^2): 8.70 K
```
